\section*{Finite-Difference Shells and Weights for Maximally Localized Wannier Functions}

\section{Result and algorithm}

Let the steps of a uniform three-dimensional mesh in reciprocal space be the linearly independent columns of $B=(\mathbf b_1,\mathbf b_2,\mathbf b_3)$. The neighbours of a mesh point $\mathbf k$ are $\mathbf k+\mathbf b$, with $\mathbf b=B\mathbf n$ and $\mathbf n$ a nonzero integer triple. A shell is the set of all $\mathbf b$ of one length. In exact arithmetic, the following algorithm stops after finitely many shells, accepts at most six of them, and gives weights satisfying
\begin{equation}
\sum_{\mathbf b}w_{\mathbf b}\,b_i b_j=\delta_{ij}. \label{eq:condition}
\end{equation}
The sum contains both $\mathbf b$ and $-\mathbf b$. All vectors kept from one shell share one weight, and the weights are unique for the accepted shells.

\begin{enumerate}
\item Take the next shell in order of length.
\item Delete from it every vector parallel or antiparallel to a vector already accepted. If nothing remains, reject the shell.
\item Form the matrix $S_s=\sum_{\mathbf b\in s}\mathbf b\mathbf b^{T}$ of the remaining vectors. If it is linearly dependent on the matrices of the accepted shells, reject the shell.
\item Otherwise accept it and solve \eqref{eq:condition} for the weights by least squares. Stop if the residual vanishes; if not, return to the first step.
\end{enumerate}

Since $\mathbf b$ is an inverse length, $w_{\mathbf b}$ is a length squared. The weights can be negative, as shown in Section~\ref{sec:negative}.

\section{Why the condition is needed}

Let $f$ be a smooth function of $\mathbf k$, and write $D_m=(\mathbf b\cdot\nabla)^m f(\mathbf k)$. Taylor's theorem gives
\begin{equation}
f(\mathbf k+\mathbf b)-f(\mathbf k)=D_1+\tfrac12D_2+\tfrac16D_3+\cdots .\label{eq:taylor}
\end{equation}
Multiply by $w_{\mathbf b}b_i$ and sum. The term $b_iD_2$ is odd in $\mathbf b$ and cancels between $\mathbf b$ and $-\mathbf b$, as does $b_iD_4$. Hence
\begin{equation}
\sum_{\mathbf b}w_{\mathbf b}b_i[f(\mathbf k+\mathbf b)-f(\mathbf k)]
=\sum_j\Big(\sum_{\mathbf b}w_{\mathbf b}b_ib_j\Big)\partial_jf
+\frac16\sum_{\mathbf b}w_{\mathbf b}b_iD_3+\cdots .\label{eq:gradient}
\end{equation}
The first term equals $\partial_if$ for every $f$ if and only if \eqref{eq:condition} holds.

To find the order of the error, refine the mesh by $B\to hB$. Condition \eqref{eq:condition} then requires $w\to w/h^2$. The product $w\,b_iD_3$ scales as $h^{-2}h\,h^3=h^2$, so the gradient formula is of second order.

The square of \eqref{eq:taylor} is
\begin{equation}
[f(\mathbf k+\mathbf b)-f(\mathbf k)]^2
=D_1^2+D_1D_2+\tfrac14D_2^2+\tfrac13D_1D_3+\cdots .
\end{equation}
The term $D_1D_2$ is odd and cancels in the weighted sum. Since $\sum_{\mathbf b} w_{\mathbf b}D_1^2=\sum_{ij}\delta_{ij}\,\partial_if\,\partial_jf=|\nabla f|^2$,
\begin{equation}
\sum_{\mathbf b}w_{\mathbf b}[f(\mathbf k+\mathbf b)-f(\mathbf k)]^2
=|\nabla f|^2+\sum_{\mathbf b}w_{\mathbf b}
\left(\tfrac14D_2^2+\tfrac13D_1D_3\right)+\cdots ,\label{eq:square}
\end{equation}
again with an error of order $h^2$.

These sums enter maximal localization through overlaps of the periodic parts $u_{\mathbf k}$ of Bloch states. For one normalized band in a smooth gauge, define the Berry connection $\mathbf A=i\langle u_{\mathbf k}|\nabla u_{\mathbf k}\rangle$. It is real, because differentiating $\langle u_{\mathbf k}|u_{\mathbf k}\rangle=1$ shows that $\langle u_{\mathbf k}|\nabla u_{\mathbf k}\rangle$ is imaginary. The overlap is
\begin{equation}
M(\mathbf b)=\langle u_{\mathbf k}|u_{\mathbf k+\mathbf b}\rangle
=1-i\,\mathbf b\cdot\mathbf A+O(b^2),
\qquad \operatorname{Im}\ln M=-\mathbf b\cdot\mathbf A+O(b^2).
\end{equation}
Multiplying by $-w_{\mathbf b}\mathbf b$ and summing gives
\begin{equation}
-\sum_{\mathbf b}w_{\mathbf b}\,\mathbf b\,\operatorname{Im}\ln M(\mathbf b)
=\mathbf A+O(h^2),
\end{equation}
since the quadratic term of $\operatorname{Im}\ln M$, multiplied by $\mathbf b$, is odd. The weights thus turn overlaps between neighbouring mesh points into a derivative with respect to $\mathbf k$.

\section{Construction of the shells}

\subsection{Complete enumeration}

A search over too small a range of integers could miss part of a shell. From $\mathbf n=B^{-1}\mathbf b$ and the Cauchy--Schwarz inequality, every neighbour with $|\mathbf b|\le R$ obeys
\begin{equation}
|n_i|\le R\,\big|\mathrm{row}_i(B^{-1})\big| .
\end{equation}
Searching this box and discarding vectors longer than $R$ yields every shell up to $R$. If these shells do not suffice, $R$ is increased and the procedure is repeated.

Lengths are compared with a small relative tolerance. An unsuitable tolerance may split or merge shells and so change the selection. It does not falsify \eqref{eq:condition}, because $S_s$ is built from the actual vectors and the residual is checked.

\subsection{Parallel vectors}

For an angle $\theta$ between the lines along $\mathbf b$ and $\mathbf b'$,
\begin{equation}
\frac{|\mathbf b\times\mathbf b'|}{|\mathbf b||\mathbf b'|}=\sin\theta\simeq\theta,
\qquad
1-\frac{|\mathbf b\cdot\mathbf b'|}{|\mathbf b||\mathbf b'|}=1-\cos\theta\simeq\tfrac12\theta^2 .
\end{equation}
The cross product is the better test: an angle of $10^{-6}$ changes the cosine by $5\times10^{-13}$.

Deletion preserves the symmetry of the stencil. A point-group operation of the mesh maps each full shell onto itself. If it also maps the accepted set onto itself, it maps vectors parallel to that set onto other such vectors. Both the deleted and the remaining vectors are then symmetric sets. By induction this holds at every stage, and inversion in particular is retained, which the cancellation of odd terms requires.

One might instead reject a whole shell as soon as it contains a parallel vector. Suppose that the old and the new shell are each a single symmetry orbit, and that $\mathbf b=\lambda\mathbf b'$. Applying every operation $g$ gives $g\mathbf b=\lambda g\mathbf b'$, so the new shell is a scaled copy of the old one and its matrix is $\lambda^2S_{\rm old}$. Nothing independent is lost. When different orbits happen to have equal lengths, this argument fails, and whole-shell rejection can discard a useful direction.

A tetragonal mesh with dimensionless steps $1,1,2$ shows the difference. The first shell is $(\pm1,0,0),(0,\pm1,0)$, with matrix $2\,\mathrm{diag}(1,1,0)$. The second, $(\pm1,\pm1,0)$, has matrix $4\,\mathrm{diag}(1,1,0)$ and is dependent. The third, of length 2, contains $(\pm2,0,0)$, $(0,\pm2,0)$ and $(0,0,\pm2)$.

\begin{itemize}
\item Deleting the four parallel vectors leaves $\mathrm{diag}(0,0,8)$. The weights are $1/2$ and $1/8$, with 6 neighbours.
\item Rejecting the whole shell leads to the 16 vectors of length $\sqrt5$, whose matrix is $\mathrm{diag}(24,24,32)$. Then $32w_2=1$ and $2w_1+24w_2=1$, so $w_2=1/32$ and $w_1=1/8$, with 20 neighbours.
\item Omitting the parallel test keeps the whole third shell, with matrix $8I$. Then $w_2=1/8$ and $w_1=0$: the nearest neighbours drop out.
\end{itemize}

In the last case the derivative along $x$ uses step 2 instead of step 1. For $f=\sin qx$ at $x=0$, a symmetric difference with step $s$ gives
\begin{equation}
\frac{\sin qs}{s}=q-\frac{q^3s^2}{6}+O(q^5s^4),
\end{equation}
so doubling $s$ multiplies the leading error by 4. The computed ratio for $q=0.05$ is 3.9985.

Deletion does not remove every effect of accidentally equal lengths. For steps $1,1,5$, the shell of length 5 keeps $(0,0,\pm5)$ together with the eight vectors $(\pm3,\pm4,0)$ and $(\pm4,\pm3,0)$, which are parallel to no accepted vector. Its matrix is $\mathrm{diag}(100,100,50)$, so $w_2=1/50$ and $2w_1+100w_2=1$ gives $w_1=-1/2$, a negative weight on the nearest neighbours. Whole-shell rejection leads here to the 16 vectors of length $\sqrt{26}$, with matrix $\mathrm{diag}(108,108,200)$ and the positive weights $w_1=23/100$, $w_2=1/200$. Neither rule gives the better stencil on every mesh.

\subsection{Least squares and dependent shells}

Arrange each symmetric matrix $S$ as the column
\begin{equation}
(S_{xx},S_{yy},S_{zz},\sqrt2S_{xy},\sqrt2S_{xz},\sqrt2S_{yz})^T .
\end{equation}
Its squared Euclidean norm is $\sum_iS_{ii}^2+2\sum_{i<j}S_{ij}^2=\sum_{ij}S_{ij}^2$, the squared Frobenius norm, which does not depend on the orientation of the axes. The identity becomes $q=(1,1,1,0,0,0)^T$, and \eqref{eq:condition} reads $Aw=q$, with one column of $A$ and one unknown per shell.

Let $D$ be the diagonal matrix of column norms. Put $\hat A=AD^{-1}$ and $y=Dw$, so that $Aw=\hat Ay$ and the columns of $\hat A$ have unit norm. With the thin singular-value decomposition $\hat A=U\Sigma V^T$,
\begin{equation}
\|\hat Ay-q\|^2=\|\Sigma V^Ty-U^Tq\|^2+\|(1-UU^T)q\|^2,
\end{equation}
because the part of $q$ outside the column space is orthogonal to the rest. The second term is independent of $y$. For independent columns $\Sigma$ is invertible, the first term can be made zero, and
\begin{equation}
w=D^{-1}V\Sigma^{-1}U^Tq .
\end{equation}

The smallest singular value also decides on dependence. Let the new unit column be $\hat a$, and let $\hat A_{\rm old}c$ be its projection on the old span. The vector $v=(-c,1)^T$ has norm at least 1, and $\hat Av=\hat a-\hat A_{\rm old}c$ has norm $d$, the distance of $\hat a$ from the old span. Therefore
\begin{equation}
\sigma_{\min}\le\frac{\|\hat Av\|}{\|v\|}\le d .
\end{equation}
A dependent shell has $d=0$ and hence $\sigma_{\min}=0$. Conversely, $\sigma_{\min}=0$ means that some combination of the columns vanishes. The old columns are independent, so this combination contains $\hat a$, which then lies in their span. Rejecting the shell leaves the span unchanged.

In floating-point arithmetic zero is replaced by a threshold, here $10^{-6}$ of the largest singular value. A perturbation $\delta q$ changes the scaled solution by at most $\|\delta y\|\le\|\delta q\|/\sigma_{\min}$, so the threshold also limits the amplification of errors. It may, however, reject a shell that is independent in exact arithmetic, and the proof of termination below then no longer applies. This can happen on an almost symmetric mesh if the tolerances are not matched. Take steps $1,\ 1+3\times10^{-9},\ 1$, a relative length tolerance of $10^{-8}$ and a residual tolerance of $10^{-9}$. The six nearest neighbours merge into one shell, which leaves a residual of $4.9\times10^{-9}$. The later shells merge in the same way, so their matrices are nearly proportional to the identity, and none up to radius 12 is accepted. The residual tolerance should not be tighter than the residual that merging can leave. The final residual must therefore be checked.

\section{Why the procedure ends}

Each accepted shell raises the dimension of the span by one. Symmetric $3\times3$ matrices form a space of dimension six, so at most six shells are accepted. It remains to show that the identity is reached.

Each lattice point occupies a cell of volume $|\det B|$. Replacing the sum over a large ball by an integral gives
\begin{equation}
\sum_{|\mathbf b|\le R}b_ib_j
=\frac1{|\det B|}\int_{|\mathbf x|\le R}x_ix_j\,d^3x+O(R^4)
=\frac{4\pi R^5}{15|\det B|}\,\delta_{ij}+O(R^4).\label{eq:ball}
\end{equation}
By isotropy the integral is $\tfrac13\delta_{ij}\int_0^R4\pi r^4dr$. The error has two sources of order $R^4$: the integrand varies by $O(R)$ within each of $O(R^3)$ cells, and $O(R^2)$ boundary cells contribute $O(R^2)$ each.

Suppose that the procedure never ended. After the last acceptance, let $W$ be the span of the accepted matrices. Every later shell, after deletion of parallel vectors, has its matrix in $W$. The sum of these matrices up to radius $R$ differs from \eqref{eq:ball} by the finitely many earlier shells, which contribute $O(1)$, and by the deleted vectors. The latter lie on finitely many lines, so there are $O(R)$ of them, contributing $O(R^3)$. Divide by $4\pi R^5/(15|\det B|)$ and let $R\to\infty$. The limit is $I$, and it lies in $W$ because a finite-dimensional subspace is closed. The residual would then have vanished at the last acceptance and the procedure would have stopped, a contradiction.

Symmetry lowers the bound, since each $S_s$ must be invariant under the point group of the mesh. Under a rotation by $\varphi$ about $z$, the pair $(S_{xz},S_{yz})$ rotates by $\varphi$ and $(S_{xx}-S_{yy},2S_{xy})$ by $2\varphi$. For a threefold, fourfold or sixfold axis neither angle is a multiple of $2\pi$, so both pairs vanish and two free elements remain. Trigonal, tetragonal and hexagonal meshes thus need at most two shells. Three perpendicular twofold axes remove the off-diagonal elements, leaving three (orthorhombic). One twofold axis removes two elements, leaving four (monoclinic). In a cubic mesh the threefold axes also make the diagonal elements equal, leaving one. If its single shell has $Z$ vectors, the trace of \eqref{eq:condition} gives $Zwb^2=3$, or $w=3/(Zb^2)$.

The symmetry meant here is that of the mesh, which can be lower than that of the crystal if the divisions are chosen unequally.

\section{Worked example: a hexagonal mesh}

Take a model hexagonal lattice with $a=0.3$ nm and $c=0.5$ nm, and a $12\times12\times3$ mesh. The shortest in-plane and axial neighbours have lengths
\begin{equation}
b=\frac{4\pi}{12\sqrt3\,a}=2.0153\ \mathrm{nm}^{-1},\qquad
b_z=\frac{2\pi}{3c}=4.1888\ \mathrm{nm}^{-1}.
\end{equation}

Shell 1 consists of six in-plane vectors at intervals of $60^\circ$. The average of $\cos^2$ over these directions is $1/2$ and that of $\sin\cos$ is zero, so $S_1=3b^2\,\mathrm{diag}(1,1,0)$. The best fit to the identity leaves $\mathrm{diag}(0,0,1)$, with residual norm 1: derivatives along $z$ are still missing.

Shell 2 has length $\sqrt3\,b=3.4907\ \mathrm{nm}^{-1}$ and matrix $3S_1$. For two unit columns with inner product $g$, the eigenvalues of $\hat A^T\hat A$ are $1\pm g$, so the singular values are $\sqrt{1\pm g}$. Here $g=1$, which gives $1.4142$ and $0$, and the shell is rejected as dependent.

Shell 3 has length $2b=4.0307\ \mathrm{nm}^{-1}$, and all six of its vectors are parallel to those of shell 1.

Shell 4 is the axial pair, with $S_4=2b_z^2\,\mathrm{diag}(0,0,1)$. Now $g=0$, both singular values are 1, and the residual vanishes. The two diagonal conditions give
\begin{align}
w_1&=\frac1{3b^2}=\frac1{3(2.0153)^2}\ \mathrm{nm}^2
=0.08207\ \mathrm{nm}^2=8.207\times10^{-20}\ \mathrm{m}^2,\\
w_4&=\frac1{2b_z^2}=\frac1{2(4.1888)^2}\ \mathrm{nm}^2
=0.02850\ \mathrm{nm}^2=2.850\times10^{-20}\ \mathrm{m}^2.
\end{align}
Eight neighbours suffice.

\section{Error analysis}

\subsection{Truncation, residual and rounding}

For the same lattice, consider $f(\mathbf k)=\cos(\mathbf k\cdot\mathbf a_1)+\frac12\sin[\mathbf k\cdot(\mathbf a_2+\mathbf a_3)]$, where $\mathbf a_i$ are the direct lattice vectors. At one general point, refining every mesh direction by 16 gives a gradient whose difference from the analytic gradient has norm $6.85\times10^{-4}$ nm. Refinement by 32 gives $1.71\times10^{-4}$ nm. The absolute errors of $|\nabla f|^2$ are $3.18\times10^{-4}$ and $7.95\times10^{-5}$ nm$^2$. The ratios, 3.997 and 3.994, agree with the factor 4 expected from \eqref{eq:gradient} and \eqref{eq:square}.

An error in the weights acts differently. If $\sum_{\mathbf b} w_{\mathbf b}\mathbf b\mathbf b^T=I+E$, the first term of \eqref{eq:gradient} becomes $\nabla f+E\nabla f$. The additional error is bounded by $\|E\|_F|\nabla f|$, where $\|E\|_F$ is the residual norm. Under uniform refinement with $w\to w/h^2$, $E$ is unchanged, so a finer mesh does not cure an incomplete set of shells.

Finally, let each value of $f$ carry an error of magnitude at most $\eta$. Each difference is then wrong by at most $2\eta$, and the gradient by at most
\begin{equation}
2\eta\sum_{\mathbf b}|w_{\mathbf b}||\mathbf b|\propto\frac{\eta}{h}.
\end{equation}
Refinement reduces the truncation error as $h^2$ but raises this bound as $1/h$.

\subsection{Negative weights}
\label{sec:negative}

Insert $\mathbf b=B\mathbf n$ into \eqref{eq:condition} and multiply by $B^{-1}$ from the left and $B^{-T}$ from the right:
\begin{equation}
\sum_{\mathbf b}w_{\mathbf b}\,\mathbf n\mathbf n^T=B^{-1}B^{-T}=G^{-1},\qquad G=B^TB .
\end{equation}
Take the dimensionless triclinic metric
\begin{equation}
G=\begin{pmatrix}1&0.02&0.2\\0.02&1.1&0.2\\0.2&0.2&1.2\end{pmatrix}.
\end{equation}
The six accepted shells are the pairs $\pm\mathbf n$ with $\mathbf n=(1,0,0)$, $(0,1,0)$, $(0,0,1)$, $(1,0,-1)$, $(0,1,-1)$ and $(1,-1,0)$. Of these, the last alone has $n_1n_2\ne0$. Its two vectors each contribute $-w$ to the 12 element, so
\begin{equation}
w_{(1,-1,0)}=-\tfrac12(G^{-1})_{12}
=-\frac{G_{13}G_{23}-G_{12}G_{33}}{2\det G}
=-\frac{0.040-0.024}{2\det G}<0 .
\end{equation}
With $(G^{-1})_{12}=0.01293$ this gives $w=-0.00647$. The other five weights are positive and range from 0.079 to 0.436, to three decimals.

The gradient formula remains consistent and of second order. What is lost is the guarantee that the left side of \eqref{eq:square} is nonnegative at each point. If the sampled values differ from $f(\mathbf k)$ by $\Delta$ at $\mathbf k\pm(\mathbf b_1-\mathbf b_2)$ and by zero at the other neighbours, the sum is $2w\Delta^2<0$. Such data arise even for a smooth function. The quadratic $f(\mathbf k+B\mathbf n)=f(\mathbf k)-\Delta\,n_1n_2$ takes exactly these values, since $n_1n_2=-1$ for the last pair and $n_1n_2=0$ for the other five. It has $\nabla f=0$ at $\mathbf k$, $D_1=D_3=0$, and $\tfrac12D_2=\Delta$ on the last pair, so $2w\Delta^2$ is the term $\sum_{\mathbf b}w_{\mathbf b}\tfrac14D_2^2$ of \eqref{eq:square}. For a fixed function, refinement gives $\Delta\propto h^2$ and $w\propto h^{-2}$, so the negative sum approaches the exact value zero as $h^2$, in agreement with the Taylor expansion.

Among 200 random meshes $B=I+X$, with the elements of $X$ uniform between $-0.25$ and $0.25$, 31 had a negative weight. This fraction belongs to that sampling rule. All 200 accepted six shells, and the largest error of any element in \eqref{eq:condition} was $3.6\times10^{-15}$. An application that needs nonnegative weights must impose this as a further requirement, since the least-squares system does not contain it.

The numerical check also compares the dependence decisions with exact integer ranks, for the symmetric meshes and for a subset of the random ones.

\section*{Calculated quantities}
\begin{verbatim}
hexagonal model: a = 0.3 nm, c = 0.5 nm, mesh = [12, 12, 3]
shell 1: |b| = 2.01533 1/nm, 6 vectors, accepted
  singular values: 1.00000
  residual norm: 1.00000
shell 2: |b| = 3.49066 1/nm, 6 vectors, dependent
  singular values: 1.41421 0.00000
shell 3: |b| = 4.03067 1/nm, 6 vectors, parallel
shell 4: |b| = 4.18879 1/nm, 2 vectors, accepted
  singular values: 1.00000 1.00000
  residual norm: 0.00000
in-plane weight = 0.0820702 nm^2 = 8.20702e-20 m^2
axial weight = 0.0284966 nm^2 = 2.84966e-20 m^2
hexagonal neighbours used: 8
mesh x16: gradient error = 6.8536e-04 nm, squared-gradient error = 3.1763e-04 nm^2
mesh x32: gradient error = 1.7145e-04 nm, squared-gradient error = 7.9536e-05 nm^2
error ratios on halving b: 3.9974, 3.9935
tetragonal steps (dimensionless): 1, 1, 2
  parallel rule 'vector': 6 vectors, weights 0.50000 0.12500
  parallel rule 'shell': 20 vectors, weights 0.12500 0.03125
  parallel rule 'none': 10 vectors, weights 0.00000 0.12500
  x-derivative error, 'none' over 'vector': 3.9985
triclinic metric (dimensionless): [[1.0, 0.02, 0.2], [0.02, 1.1, 0.2], [0.2, 0.2, 1.2]]
  n = +/-(1, 0, 0): |b| = 1.00000, w = 0.436498
  n = +/-(0, 1, 0): |b| = 1.04881, w = 0.396081
  n = +/-(0, 0, 1): |b| = 1.09545, w = 0.277904
  n = +/-(1, 0, -1): |b| = 1.34164, w = 0.087300
  n = +/-(0, 1, -1): |b| = 1.37840, w = 0.079216
  n = +/-(1, -1, 0): |b| = 1.43527, w = -0.006467
  minus inverse-metric element 12 = -0.012933
  ball radius 3: deviation from identity = 0.15105
  ball radius 24: deviation from identity = 0.00211
simple cubic b-lattice: 6 vectors, w b^2 = 0.50000
body-centred b-lattice: 8 vectors, w b^2 = 0.37500
face-centred b-lattice: 12 vectors, w b^2 = 0.25000
orthorhombic mesh: 3 accepted shells
monoclinic mesh: 4 accepted shells
random triclinic meshes: 200, all with six accepted shells
  meshes with a negative weight: 31
  largest error in the condition: 3.6e-15
\end{verbatim}
